# Neutral depletion by electron pressure at fixed total pressure: test program

```python
"""Neutral depletion by electron pressure in a low-pressure discharge.

Result under test: with total pressure P = N*T_n + n*T_e fixed at the midplane,
the neutral density N lies below the plasma-off value P/T_n by the fraction
    delta = n*T_e / P      (isothermal neutrals, cold ions).
n: electron density, T_e: electron temperature, T_n: gas temperature (energies).

Independent road: separate ion and neutral fluid equations are integrated from
the midplane to the sonic point (sheath edge) of a symmetric planar plasma. The
midplane neutral density is found by root search so that the momentum flux
arriving at the edge equals P. The formula for delta is not used there.

Scaled variables: density / n(midplane), speed / sqrt(T_e/m),
pressure / (n(midplane)*T_e), length in metres.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

EV = const.e
KB = const.k
ION_MASS = 39.948 * const.atomic_mass      # argon, kg

P_TOTAL = 1.33          # Pa
N_E = 1e18              # m^-3
T_E = 3.0               # eV
T_GAS = 300.0           # K
SIGMA_CX = 1e-18        # m^2, rough ion-neutral charge exchange
K_ION = 1e-16           # m^3/s, rough ionization coefficient
SIGMA_NN = 4e-19        # m^2, rough neutral-neutral cross section
T_ION_WARM = 0.1        # eV, rough
T_GAS_HOT = 600.0       # K, rough midplane temperature of heated gas


def integrate_profile(centre_pressure, n_e, t_e, sigma, k_ion, theta, heat):
    """Midplane-to-edge integration; centre_pressure is scaled N*T_n at x=0.
    theta = T_i/T_e; heat = (T_midplane - T_wall)/T_wall of the gas."""
    speed = np.sqrt(t_e * EV / ION_MASS)
    tau_wall = KB * T_GAS / (t_e * EV)
    friction_coeff = sigma * n_e
    source_coeff = k_ion * n_e / speed
    sonic_sq = 1.0 + theta

    def gas_temperature(u):
        return tau_wall * (1.0 + heat * (1.0 - u * u / sonic_sq))

    def rhs(s, y):
        # dx = gap*ds removes the singularity at the sonic point
        x, n, u, neutral, v = y
        gap = sonic_sq - u * u
        slip = u - v
        source = source_coeff * neutral * n
        friction = friction_coeff * neutral * n * abs(slip) * slip
        drag = friction + source * slip
        dn = -(drag + u * source)
        du = (source * gap - u * dn) / n
        tau = gas_temperature(u)
        dtau = -2.0 * tau_wall * heat * u * du / sonic_sq
        dneutral = ((friction + v * source) * gap - neutral * dtau) / (tau - v * v)
        dv = (-source * gap - v * dneutral) / neutral
        return [gap, dn, du, dneutral, dv]

    def sonic(s, y):
        return y[2] - np.sqrt(sonic_sq)
    sonic.terminal = True

    neutral_0 = centre_pressure / gas_temperature(0.0)
    sol = solve_ivp(rhs, (0.0, 100.0), [0.0, 1.0, 0.0, neutral_0, 0.0],
                    method="DOP853", rtol=1e-9, atol=1e-12, events=sonic)
    assert sol.status == 1, "sonic point not reached"
    x, n, u, neutral, v = sol.y_events[0][0]
    edge_gas = neutral * gas_temperature(u)
    inertia = neutral * v * v
    flux = edge_gas + n * (sonic_sq + u * u) + inertia
    return dict(half_width=x, n_edge=n, edge_gas=edge_gas, inertia=inertia,
                flux=flux, neutral_0=neutral_0, neutral_edge=neutral,
                tau_wall=tau_wall)


def solve_discharge(n_e=N_E, t_e=T_E, sigma=SIGMA_CX, k_ion=K_ION,
                    theta=0.0, heat=0.0, fixed="flux"):
    """Find the midplane gas density for which the edge quantity is P_TOTAL."""
    target = P_TOTAL / (n_e * t_e * EV)

    def mismatch(pc):
        return integrate_profile(pc, n_e, t_e, sigma, k_ion, theta, heat)[fixed] - target

    root = brentq(mismatch, 0.2 * target, 1.1 * target, xtol=1e-11, rtol=1e-11)
    out = integrate_profile(root, n_e, t_e, sigma, k_ion, theta, heat)
    out["depletion"] = 1.0 - out["neutral_0"] * out["tau_wall"] / target
    return out


# Derived formula
p_electron = N_E * T_E * EV
delta = p_electron / P_TOTAL
p_neutral = P_TOTAL - p_electron
n_ref = P_TOTAL / (KB * T_GAS)
n_neutral = p_neutral / (KB * T_GAS)

# Midplane depletion from the fluid equations, for different discharges
base = solve_discharge()
cases = [dict(), dict(sigma=3e-18), dict(k_ion=3e-16), dict(sigma=0.0),
         dict(n_e=2e17), dict(t_e=2.0)]
worst = 0.0
for case in cases:
    found = solve_discharge(**case)["depletion"]
    expected = case.get("n_e", N_E) * case.get("t_e", T_E) * EV / P_TOTAL
    worst = max(worst, abs(found - expected))
assert worst < 1e-6, worst

# Friction makes the spatial dip; without it the neutral profile is flat
free = solve_discharge(sigma=0.0)
ratio_base = base["neutral_edge"] / base["neutral_0"]
ratio_free = free["neutral_edge"] / free["neutral_0"]
assert ratio_base > 1.05
assert abs(ratio_free - 1.0) < 2e-3        # residual is neutral inertia
assert abs(free["n_edge"] - 0.5) < 5e-3

# Edge neutral pressure from the balance, neutral inertia dropped
edge_pressure = base["edge_gas"] * p_electron
edge_formula = P_TOTAL - 2.0 * base["n_edge"] * p_electron
assert abs(edge_pressure - edge_formula) < 5e-3 * P_TOTAL

# Other reading of the data: edge neutral pressure is the fixed quantity
gauge = solve_discharge(fixed="edge_gas")
gauge_formula = (1.0 - 2.0 * gauge["n_edge"]) * p_electron / P_TOTAL
assert abs(gauge["depletion"] - gauge_formula) < 5e-3   # neutral inertia

# Warm ions and heated gas
warm = solve_discharge(theta=T_ION_WARM / T_E)
delta_warm = N_E * (T_E + T_ION_WARM) * EV / P_TOTAL
assert abs(warm["depletion"] - delta_warm) < 1e-6
hot = solve_discharge(heat=T_GAS_HOT / T_GAS - 1.0)
delta_hot = 1.0 - (1.0 - delta) * T_GAS / T_GAS_HOT
assert abs(hot["depletion"] - delta_hot) < 1e-6

mfp = 1.0 / (np.sqrt(2.0) * n_neutral * SIGMA_NN)
mtorr = const.torr * 1e-3

print("INPUTS")
print(f"total pressure P = {P_TOTAL:.2f} Pa = {P_TOTAL/mtorr:.2f} mTorr")
print(f"electron density = {N_E:.2e} m^-3")
print(f"electron temperature = {T_E:.2f} eV")
print(f"gas temperature = {T_GAS:.0f} K")
print(f"rough charge-exchange cross section = {SIGMA_CX:.1e} m^2")
print(f"rough ionization coefficient = {K_ION:.1e} m^3/s")
print(f"rough neutral-neutral cross section = {SIGMA_NN:.1e} m^2")
print("MAIN RESULT")
print(f"1 eV = {EV:.6e} J")
print(f"electron pressure = {p_electron:.4f} Pa = {p_electron/mtorr:.2f} mTorr")
print(f"neutral pressure left = {p_neutral:.4f} Pa = {p_neutral/mtorr:.2f} mTorr")
print(f"fractional depletion, formula = {delta:.4f}")
print(f"fractional depletion, fluid equations = {base['depletion']:.4f}")
print(f"largest deviation over {len(cases)} discharges = {worst:.1e}")
print(f"plasma-off neutral density = {n_ref:.3e} m^-3")
print(f"midplane neutral density = {n_neutral:.3e} m^-3")
print(f"electron/neutral pressure ratio (not delta) = {p_electron/p_neutral:.4f}")
print(f"share of atoms turned into ions n/N_ref = {N_E/n_ref:.5f}")
print(f"density at which n*T_e = P: {P_TOTAL/(T_E*EV):.3e} m^-3")
print("PROFILE")
print(f"plasma half-width = {base['half_width']*1e3:.1f} mm")
print(f"edge/midplane electron density = {base['n_edge']:.4f}")
print(f"edge neutral pressure, fluid = {edge_pressure:.4f} Pa")
print(f"edge neutral pressure, formula = {edge_formula:.4f} Pa")
print(f"edge/midplane neutral density = {ratio_base:.4f}")
print(f"same ratio without friction = {ratio_free:.4f}")
print(f"edge/midplane electron density, no friction = {free['n_edge']:.4f}")
print("EDGE NEUTRAL PRESSURE FIXED AT 1.33 Pa INSTEAD")
print(f"edge/midplane electron density = {gauge['n_edge']:.4f}")
print(f"midplane dip, fluid = {gauge['depletion']:.4f}")
print(f"midplane dip, formula = {gauge_formula:.4f}")
print("NEGLECTED EFFECTS")
print(f"rough hot-gas midplane temperature = {T_GAS_HOT:.0f} K")
print(f"density depletion with hot gas, formula = {delta_hot:.4f}")
print(f"density depletion with hot gas, fluid = {hot['depletion']:.4f}")
print(f"rough warm-ion temperature = {T_ION_WARM:.2f} eV")
print(f"depletion with warm ions, formula = {delta_warm:.4f}")
print(f"depletion with warm ions, fluid = {warm['depletion']:.4f}")
print(f"neutral inertia at edge = {base['inertia']*p_electron:.1e} Pa")
print(f"neutral mean free path at midplane = {mfp*1e3:.1f} mm")
print(f"mean free path / half-width = {mfp/base['half_width']:.3f}")
print(f"change of delta for 10% higher T_e = {0.1*delta:.4f}")
print("OK")
```

Output:

```
INPUTS
total pressure P = 1.33 Pa = 9.98 mTorr
electron density = 1.00e+18 m^-3
electron temperature = 3.00 eV
gas temperature = 300 K
rough charge-exchange cross section = 1.0e-18 m^2
rough ionization coefficient = 1.0e-16 m^3/s
rough neutral-neutral cross section = 4.0e-19 m^2
MAIN RESULT
1 eV = 1.602177e-19 J
electron pressure = 0.4807 Pa = 3.61 mTorr
neutral pressure left = 0.8493 Pa = 6.37 mTorr
fractional depletion, formula = 0.3614
fractional depletion, fluid equations = 0.3614
largest deviation over 6 discharges = 1.9e-10
plasma-off neutral density = 3.211e+20 m^-3
midplane neutral density = 2.051e+20 m^-3
electron/neutral pressure ratio (not delta) = 0.5659
share of atoms turned into ions n/N_ref = 0.00311
density at which n*T_e = P: 2.767e+18 m^-3
PROFILE
plasma half-width = 41.8 mm
edge/midplane electron density = 0.2870
edge neutral pressure, fluid = 1.0539 Pa
edge neutral pressure, formula = 1.0541 Pa
edge/midplane neutral density = 1.2409
same ratio without friction = 0.9997
edge/midplane electron density, no friction = 0.4997
EDGE NEUTRAL PRESSURE FIXED AT 1.33 Pa INSTEAD
edge/midplane electron density = 0.2871
midplane dip, fluid = 0.1538
midplane dip, formula = 0.1539
NEGLECTED EFFECTS
rough hot-gas midplane temperature = 600 K
density depletion with hot gas, formula = 0.6807
density depletion with hot gas, fluid = 0.6807
rough warm-ion temperature = 0.10 eV
depletion with warm ions, formula = 0.3734
depletion with warm ions, fluid = 0.3734
neutral inertia at edge = 1.6e-04 Pa
neutral mean free path at midplane = 8.6 mm
mean free path / half-width = 0.206
change of delta for 10% higher T_e = 0.0361
OK
```
